# The Static Lindhard Function from Second-Order Perturbation of the Fermi Sea: test program

```python
"""Static Lindhard function of the free electron gas, Hartree atomic units.

Result under test: a potential V cos(q x) acting on non-interacting electrons
gives the density wave chi0 V cos(q x) and the energy chi0 V^2/4 per volume,
    chi0(q) = -(kF/pi^2) F(x),   x = q/(2 kF),
    F(x) = 1/2 + (1-x^2)/(4x) ln|(1+x)/(1-x)|.
kF: Fermi wave number, n: density with both spins, V: potential amplitude.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def lindhard_F(x):
    if x == 1.0:
        return 0.5
    return 0.5 + (1 - x*x)/(4*x)*np.log(abs((1 + x)/(1 - x)))


def pauli_F(x):
    """F from jumps out of the Fermi sphere into empty states only (kF=1)."""
    q = 2*x

    def integrand(u):
        # allowed area of the slice at k_parallel = u, over the energy cost
        area = np.pi*((1 - u*u) - max(0.0, 1 - (u + q)**2))
        return max(area, 0.0)/(q*(u + x))

    low = max(-1.0, -x)
    edges = [low, 1.0]
    if low < 1 - q < 1:
        edges = [low, 1 - q, 1.0]
    total = sum(quad(integrand, a, b, epsabs=1e-11, epsrel=1e-11,
                     limit=300)[0] for a, b in zip(edges[:-1], edges[1:]))
    return total/(2*np.pi)


def principal_value_F(x):
    """F from all occupied states, with a principal value if x < 1."""
    if x < 1:
        value = quad(lambda t: 1 - t*t, -1, 1, weight="cauchy", wvar=-x)[0]
    else:
        value = quad(lambda t: (1 - t*t)/(t + x), -1, 1)[0]
    return value/(4*x)


def box_sum(kf, cells_kf, cells_q):
    """chi0 from explicit second-order sums over a finite box.

    The k lattice is shifted so that no exact degeneracy occurs.
    Returns electron number, Pauli-restricted chi0 and unrestricted chi0.
    """
    h = kf/cells_kf
    m = np.arange(-cells_kf - 2, cells_kf + 3)
    kx, ky, kz = np.meshgrid((m + 0.25)*h, (m + 0.15)*h, (m + 0.35)*h,
                             indexing="ij")
    inside = kx**2 + ky**2 + kz**2 < kf**2
    kx, ky, kz = kx[inside], ky[inside], kz[inside]
    restricted = unrestricted = 0.0
    for sign in (1, -1):
        shifted = kx + sign*cells_q*h
        cost = 0.5*(shifted**2 - kx**2)
        empty = shifted**2 + ky**2 + kz**2 >= kf**2
        restricted += np.sum(1/cost[empty])
        unrestricted += np.sum(1/cost)
    # spin 2, squared matrix element V^2/4, and chi0 = 4 E2/(volume V^2)
    factor = -2*h**3/(2*np.pi)**3
    return 2*kx.size, factor*restricted, factor*unrestricted


def solve_bands(q, V, points=4000, gmax=7):
    """Exact one-dimensional bands and their cos(qx) density overlaps."""
    k = ((np.arange(points) + 0.5)/points - 0.5)*q
    g = np.arange(-gmax, gmax + 1)
    ham = np.zeros((points, g.size, g.size))
    i = np.arange(g.size)
    ham[:, i, i] = 0.5*(k[:, None] + g*q)**2
    ham[:, i[:-1], i[1:]] = V/2
    ham[:, i[1:], i[:-1]] = V/2
    energy, vec = np.linalg.eigh(ham)
    overlap = np.sum(vec[:, :-1, :]*vec[:, 1:, :], axis=1)
    return energy, overlap


def exact_response(kf, q, V):
    """Energy change per volume and density amplitude at fixed density.

    Motion across q is free; its filled states are integrated analytically.
    """
    mu0 = kf**2/2

    def density(e, mu):
        return q/(2*np.pi)*np.mean(
            np.sum(np.maximum(mu - e, 0), axis=1))/np.pi

    def total_energy(e, mu):
        grand = -q/(2*np.pi)*np.mean(
            np.sum(np.maximum(mu - e, 0)**2, axis=1))/(2*np.pi)
        return grand + mu*density(e, mu)

    e0, _ = solve_bands(q, 0.0)
    e1, overlap = solve_bands(q, V)
    n0 = density(e0, mu0)
    mu = brentq(lambda m: density(e1, m) - n0, 0.8*mu0, 1.2*mu0,
                xtol=1e-14, rtol=1e-13)
    change = total_energy(e1, mu) - total_energy(e0, mu0)
    weight = np.maximum(mu - e1, 0)/np.pi
    amplitude = 2*q/(2*np.pi)*np.mean(np.sum(weight*overlap, axis=1))
    return change, amplitude, n0


# Model gas
rs = 2.0
V = 0.01
x = 0.6
n = 3/(4*np.pi*rs**3)
kf = (3*np.pi**2*n)**(1/3)
ef = kf**2/2
q = 2*kf*x
F = lindhard_F(x)
chi = -kf/np.pi**2*F
amp = chi*V
e2 = chi*V**2/4

# Momentum integrals against the closed form
for y in (0.05, 0.3, 0.6, 0.95, 1.05, 1.5, 3.0):
    assert abs(pauli_F(y) - lindhard_F(y)) < 1e-7
    assert abs(principal_value_F(y) - lindhard_F(y)) < 1e-7
assert abs(pauli_F(1.0) - 0.5) < 1e-7

# Limits and the logarithmic slope, taken from the restricted integral
assert abs(pauli_F(0.05) - (1 - 0.05**2/3)) < 1e-5
assert abs(pauli_F(20.0)*3*20.0**2 - 1) < 1e-3
slopes = []
for gap in (1e-2, 1e-3):
    for side in (-1, 1):
        centre, step = 1 + side*gap, gap/10
        slope = (pauli_F(centre + step) - pauli_F(centre - step))/(2*step)
        # neglected terms are of order gap*ln(gap)
        assert abs(slope - (0.5 - 0.5*np.log(2/gap))) < 0.06
    slopes.append(slope)

# Finite box: blocked jumps cancel, and the sum approaches the formula
count, chi_box, chi_box_all = box_sum(kf, 40, 48)
assert abs(chi_box/chi_box_all - 1) < 1e-9
assert abs(chi_box/chi - 1) < 0.01  # finite lattice spacing

# Exact bands, below, at and above q = 2 kF
scan = []
for y in (0.3, 0.6, 1.0, 1.5):
    small_V = 0.005
    de, a, _ = exact_response(kf, 2*kf*y, small_V)
    ref = -kf/np.pi**2*lindhard_F(y)
    # at q = 2 kF the corrections are larger, of relative order V/EF
    tol = 0.02 if y == 1.0 else 0.003
    assert abs(4*de/small_V**2/ref - 1) < tol
    assert abs(a/small_V/ref - 1) < tol
    scan.append((y, lindhard_F(y), ref, 4*de/small_V**2, a/small_V))

# Worked example with exact bands, and halving of the potential
de_full, amp_full, n_grid = exact_response(kf, q, V)
de_half, amp_half, _ = exact_response(kf, q, V/2)
dev_full = de_full/e2 - 1
dev_half = de_half/(e2/4) - 1
assert abs(n_grid/n - 1) < 1e-5
assert abs(dev_full) < 0.01
assert abs(dev_half) < abs(dev_full)/3
potential = V*amp_full/2
kinetic = de_full - potential
assert abs(kinetic/(-e2) - 1) < 0.01

print("Model gas and potential")
print(f"rs = {rs:.1f} bohr")
print(f"density n = {n:.6f} bohr^-3")
print(f"kF = {kf:.5f} bohr^-1")
print(f"Fermi energy = {ef:.5f} hartree")
print(f"V = {V:.3f} hartree")
print(f"V / Fermi energy = {V/ef:.5f} (no unit)")
print(f"x = q/(2kF) = {x:.2f} (no unit)")
print(f"q = {q:.5f} bohr^-1")
print("Lindhard result")
print(f"logarithm ln|(1+x)/(1-x)| = {np.log((1+x)/(1-x)):.6f} (no unit)")
print(f"F(x) = {F:.6f} (no unit)")
print(f"chi0(0) = {-kf/np.pi**2:.6f} hartree^-1 bohr^-3")
print(f"chi0(q) = {chi:.6f} hartree^-1 bohr^-3")
print(f"density amplitude chi0 V = {amp:.5e} bohr^-3")
print(f"amplitude / n = {amp/n:.5f} (no unit)")
print(f"E2 per volume = {e2:.5e} hartree bohr^-3")
print(f"E2 per electron = {e2/n:.5e} hartree")
print(f"E2 per electron = {1000*e2/n*HARTREE_EV:.4f} meV")
print("Exact bands at the same V and density")
print(f"density amplitude = {amp_full:.5e} bohr^-3")
print(f"energy change per volume = {de_full:.5e} hartree bohr^-3")
print(f"potential part = {potential:.5e} hartree bohr^-3")
print(f"kinetic part = {kinetic:.5e} hartree bohr^-3")
print(f"relative energy deviation at V = {dev_full:.3e} (no unit)")
print(f"relative energy deviation at V/2 = {dev_half:.3e} (no unit)")
print("Finite box, kF = 40 and q = 48 lattice steps")
print(f"electrons in box = {count} (count)")
print(f"chi0, empty final states only = {chi_box:.6f} hartree^-1 bohr^-3")
print(f"chi0, all final states = {chi_box_all:.6f} hartree^-1 bohr^-3")
print("Table: x, F (no unit); chi0 from formula, exact energy,")
print("exact density (hartree^-1 bohr^-3), bands at V = 0.005 hartree")
for row in scan:
    print("{:.1f}  {:.6f}  {:.6f}  {:.6f}  {:.6f}".format(*row))
print("Slope dF/dx just above x = 1 (no unit)")
print(f"at x = 1.01: {slopes[0]:.3f}")
print(f"at x = 1.001: {slopes[1]:.3f}")
print("finished without a failed check")
```

Printed output:

```
Model gas and potential
rs = 2.0 bohr
density n = 0.029842 bohr^-3
kF = 0.95958 bohr^-1
Fermi energy = 0.46040 hartree
V = 0.010 hartree
V / Fermi energy = 0.02172 (no unit)
x = q/(2kF) = 0.60 (no unit)
q = 1.15149 bohr^-1
Lindhard result
logarithm ln|(1+x)/(1-x)| = 1.386294 (no unit)
F(x) = 0.869678 (no unit)
chi0(0) = -0.097226 hartree^-1 bohr^-3
chi0(q) = -0.084555 hartree^-1 bohr^-3
density amplitude chi0 V = -8.45551e-04 bohr^-3
amplitude / n = -0.02833 (no unit)
E2 per volume = -2.11388e-06 hartree bohr^-3
E2 per electron = -7.08367e-05 hartree
E2 per electron = -1.9276 meV
Exact bands at the same V and density
density amplitude = -8.45485e-04 bohr^-3
energy change per volume = -2.11380e-06 hartree bohr^-3
potential part = -4.22743e-06 hartree bohr^-3
kinetic part = 2.11363e-06 hartree bohr^-3
relative energy deviation at V = -3.878e-05 (no unit)
relative energy deviation at V/2 = -9.694e-06 (no unit)
Finite box, kF = 40 and q = 48 lattice steps
electrons in box = 536134 (count)
chi0, empty final states only = -0.084464 hartree^-1 bohr^-3
chi0, all final states = -0.084464 hartree^-1 bohr^-3
Table: x, F (no unit); chi0 from formula, exact energy,
exact density (hartree^-1 bohr^-3), bands at V = 0.005 hartree
0.3  0.969438  -0.094254  -0.094254  -0.094253
0.6  0.869678  -0.084555  -0.084554  -0.084553
1.0  0.500000  -0.048613  -0.048608  -0.048604
1.5  0.164700  -0.016013  -0.016013  -0.016013
Slope dF/dx just above x = 1 (no unit)
at x = 1.01: -2.131
at x = 1.001: -3.298
finished without a failed check
```
